# How NMR signal-to-noise grows with field: coil noise and sample noise

## Problem

A circular loop of radius \(b=5.0\) mm, made of round wire of radius \(a=0.5\) mm and resistivity \(\rho=2.0\times10^{-8}\ \Omega\,\mathrm m\), receives the NMR signal of a sphere of radius \(s=3.0\) mm at its centre. The loop axis is \(x\) and the static field \(B_0\) lies along \(z\). The sphere is a dilute solution with \(n=6.0\times10^{25}\ \mathrm{m^{-3}}\) spins 1/2, \(\gamma/2\pi=40\) MHz/T, conductivity \(\sigma=5.0\) S/m and relative permittivity 50. Coil and sample are at \(T=300\) K. These are model values, not those of a particular substance.

Let \(\Psi\) be the amplitude of the induced voltage just after a uniform 90° pulse, divided by the rms noise voltage in a fixed bandwidth \(\Delta f=10\) kHz.

1. With what power of \(B_0\) does \(\Psi\) grow when the noise comes from the coil, and when it comes from the sample?
2. What is the local power when both contribute, and at what field are the two contributions equal?
3. Evaluate \(\Psi\) at 2.5, 5, 10 and 20 T.

Geometry, temperature, \(\rho\) and \(\sigma\) do not change with field. Preamplifier noise, radiation, dielectric loss, radiation damping and spin noise are neglected.

## Solution

### Signal

Replace a magnetic dipole \(\mathbf m\) by a tiny loop of vector area \(\mathbf S\) carrying current \(i\), so that \(\mathbf m=i\mathbf S\). Let \(\hat{\mathbf B}(\mathbf r)\) be the field of the receiving coil per unit current. Coil current \(I\) sends flux \(I\,\hat{\mathbf B}\cdot\mathbf S\) through the tiny loop, so the mutual inductance is \(\hat{\mathbf B}\cdot\mathbf S\). Mutual inductance is symmetric, because

\[
L_{12}=\frac{\mu_0}{4\pi}\oint\!\oint\frac{d\mathbf l_1\cdot d\mathbf l_2}{|\mathbf r_1-\mathbf r_2|}
\]

does not change when the loops are exchanged. The dipole therefore sends through the coil the flux

\[
\Phi=i\,\hat{\mathbf B}\cdot\mathbf S=\hat{\mathbf B}(\mathbf r)\cdot\mathbf m .
\]

This is the reciprocity principle in its quasi-static form, valid for a coil much smaller than the wavelength. At 10 T the circumference of the loop is 0.042 free-space wavelengths.

For a uniform magnetization \(\mathbf M\) we need \(\int\hat{\mathbf B}\,dV\) over the sphere. There are no coil currents in the sphere, so \(\hat{\mathbf B}\) has neither curl nor divergence there, and each Cartesian component obeys Laplace's equation. Its mean over the sphere is then its value at the centre, which points along \(x\) and has the size

\[
b_1=\frac{\mu_0}{4\pi}\,\frac{2\pi b}{b^2}=\frac{\mu_0}{2b}.
\]

After the pulse \(M_x=M_0\cos\omega t\), with \(\omega=\gamma B_0\). With \(V=4\pi s^3/3\), the flux is \(\Phi=M_0Vb_1\cos\omega t\), and \(-d\Phi/dt\) has the amplitude

\[
\mathcal E=\omega M_0Vb_1. \tag{1}
\]

The equilibrium magnetization comes from two levels with moments \(\pm\gamma\hbar/2\) and energies \(\mp\hbar\omega/2\):

\[
M_0=\frac{n\gamma\hbar}{2}\tanh\frac{\hbar\omega}{2kT}\simeq\frac{n\gamma^2\hbar^2B_0}{4kT}. \tag{2}
\]

The expansion is safe, since \(\hbar\omega/kT=6.4\times10^{-5}\) at 10 T. Hence \(\mathcal E\propto B_0^2\): one power comes from induction and one from polarization.

### Noise of a resistance

Put a resistance \(R\) in series with an inductance \(L\) and a capacitance \(C\). Let its noise voltage have the one-sided spectral density \(S\), meaning mean square voltage per hertz of positive frequency. The capacitor receives the fraction \(1/(1-\omega^2LC+i\omega RC)\) of this voltage. Let \(\omega_r=1/\sqrt{LC}\) and \(Q=1/(\omega_rRC)\gg1\). Near resonance, with \(\omega=\omega_r+\Delta\), we have \(1-\omega^2LC\simeq-2\Delta/\omega_r\) and \(\omega RC\simeq1/Q\), so

\[
\langle V_C^2\rangle=S\int\frac{d\Delta}{2\pi}\,\frac{1}{4\Delta^2/\omega_r^2+1/Q^2}
=\frac{S}{2\pi}\,\frac{\pi\,\omega_rQ}{2}=\frac{S}{4RC}.
\]

Equipartition requires \(\tfrac12C\langle V_C^2\rangle=\tfrac12kT\). Therefore \(S=4kTR\). The narrow resonance samples \(S\) and \(R\) at \(\omega_r\), which can be chosen freely, so the result also holds for a resistance that depends on frequency. It requires \(\hbar\omega\ll kT\).

Signal and noise act in series in the coil. A lossless tuning network multiplies both by the same factor at each frequency and leaves their ratio unchanged. If \(R_c\) is the resistance of the wire and \(R_s\) the resistance that sample losses add to the coil,

\[
\Psi=\frac{\omega M_0Vb_1}{\sqrt{4kT(R_c+R_s)\,\Delta f}}. \tag{3}
\]

### Coil resistance

Use peak phasors with time factor \(e^{i\omega t}\). At depth \(z\) below a flat metal surface, Faraday's law, Ampère's law and \(E=\rho J\) combine to

\[
\frac{d^2J}{dz^2}=\frac{i\omega\mu_0}{\rho}J .
\]

The decaying solution is \(J=J_0e^{-(1+i)z/\delta}\). Since \((1+i)^2=2i\), the skin depth is \(\delta=\sqrt{2\rho/(\mu_0\omega)}\).

The current per unit width is \(K=\int_0^\infty J\,dz=J_0\delta/(1+i)\), so \(|J_0|^2=2|K|^2/\delta^2\). The mean power lost per unit area is

\[
\frac{\rho}{2}\int_0^\infty|J|^2dz=\frac{\rho}{2}\,|J_0|^2\,\frac{\delta}{2}=\frac12\,\frac{\rho}{\delta}\,|K|^2 .
\]

For \(\delta\ll a\) the wire surface is locally flat. Neglecting the bending of the wire into a loop, the current spreads evenly around the wire, and \(|K|=I/(2\pi a)\) over an area \((2\pi a)(2\pi b)\). Setting the total loss equal to \(\tfrac12R_cI^2\) gives

\[
R_c=\frac{\rho}{\delta}\,\frac{2\pi b}{2\pi a}=\frac{\rho b}{a\delta}\propto\omega^{1/2}. \tag{4}
\]

The noise voltage of the coil grows as \(\omega^{1/4}\).

### Sample resistance

A coil current of amplitude \(I\) produces the field \(b_1I\), taken here as uniform over the sphere. Faraday's law on a circle of radius \(r_\perp\) about the coil axis reads \(2\pi r_\perp E=\omega b_1I\,\pi r_\perp^2\), so \(E=\omega b_1Ir_\perp/2\). This field is tangential to the surface of the sphere, so no surface charge builds up to modify it. By symmetry \(\int r_\perp^2dV=\tfrac23\int r^2dV=8\pi s^5/15\). The mean power is

\[
\frac{\sigma}{2}\int E^2dV=\frac12I^2\,\frac{\sigma\omega^2b_1^2}{4}\,\frac{8\pi s^5}{15},
\]

and comparison with \(\tfrac12R_sI^2\) gives

\[
R_s=\frac{2\pi}{15}\,\sigma\omega^2b_1^2s^5\propto\omega^2. \tag{5}
\]

The noise voltage of the sample grows as \(\omega\).

### The powers of the field

If \(R_c\gg R_s\), equation (3) gives

\[
\Psi\propto\frac{B_0^2}{B_0^{1/4}}=B_0^{7/4}.
\]

If \(R_s\gg R_c\), inserting (5) gives

\[
\Psi=\frac{M_0V}{\sqrt{4kT\,\Delta f\;2\pi\sigma s^5/15}}\propto B_0 .
\]

Here \(\omega b_1\) has cancelled. Induction strengthens signal and noise alike, and only the growth of polarization remains. A more sensitive coil no longer helps.

Between the limits, let \(f=R_s/(R_c+R_s)\). Then

\[
\frac{d\ln(R_c+R_s)}{d\ln B_0}=\frac{\tfrac12R_c+2R_s}{R_c+R_s}=\frac12+\frac32f .
\]

Half of this is subtracted from the exponent 2 of the signal:

\[
\frac{d\ln\Psi}{d\ln B_0}=\frac74-\frac34f. \tag{6}
\]

Since \(R_s/R_c\propto B_0^{3/2}\), the two resistances are equal at

\[
B_\times=B_0\left(\frac{R_c}{R_s}\right)^{2/3}, \tag{7}
\]

with the right side evaluated at any one field. There \(f=\tfrac12\) and the exponent is \(11/8\).

### Numbers

At 10 T, \(\omega=2.513\times10^9\) rad/s, \(b_1=125.7\ \mu\)T/A, \(V=113.1\ \mathrm{mm^3}\), and (2) gives \(M_0=2.544\times10^{-5}\) A/m. Equation (1) becomes

\[
\mathcal E=(2.513\times10^9)(2.544\times10^{-5})(1.131\times10^{-7})(1.257\times10^{-4})\ \mathrm V=0.909\ \mu\mathrm V .
\]

The skin depth is 3.56 μm, far below the wire radius, and

\[
R_c=\frac{(2.0\times10^{-8})(5.0\times10^{-3})}{(0.5\times10^{-3})(3.56\times10^{-6})}\ \Omega=56.2\ \mathrm{m\Omega}.
\]

Equation (5) gives \(R_s=50.8\) mΩ. The total noise voltage is 4.21 nV, so \(\Psi=909/4.21=216\). The crossover field is \(B_\times=10\,(56.2/50.8)^{2/3}\ \mathrm T=10.7\) T.

| \(B_0\) (T) | \(\mathcal E\) (μV) | \(R_c\) (mΩ) | \(R_s\) (mΩ) | \(\Psi\) | Exponent (6) |
|---:|---:|---:|---:|---:|---:|
| 2.5 | 0.057 | 28.1 | 3.2 | 25 | 1.67 |
| 5 | 0.227 | 39.7 | 12.7 | 77 | 1.57 |
| 10 | 0.909 | 56.2 | 50.8 | 216 | 1.39 |
| 20 | 3.63 | 79.5 | 203 | 531 | 1.21 |

Doubling the field from 5 to 10 T raises \(\Psi\) by a factor 2.80. Coil noise alone would give \(2^{7/4}=3.36\), and sample noise alone would give 2. None of the four fields reaches either limit.

### Where the result fails

Equation (5) ignores the effect of the conduction and polarization currents in the sample on the field that drives them. To include it, write the vector potential per unit coil current as \(A(r)\sin\theta\), directed around the coil axis. With \(\mathbf E=-i\omega\mathbf A\), Ampère's law \(\nabla\times\mathbf B=\mu_0(\sigma+i\omega\varepsilon)\mathbf E\) gives \(\nabla^2\mathbf A+k^2\mathbf A=0\) in the sample, and for this angular form the radial equation is \(A''+2A'/r-2A/r^2+k^2A=0\). Its solution regular at the centre is \(A=Cj_1(kr)\), where \(j_1\) is a spherical Bessel function and \(k^2=\mu_0\varepsilon\omega^2-i\mu_0\sigma\omega\), with \(\varepsilon\) the permittivity. Outside, \(A=b_1r/2+D/r^2\). Continuity of \(A\) and \(dA/dr\) at \(r=s\) requires

\[
Cj_1(ks)=\frac{b_1s}{2}+\frac{D}{s^2},\qquad
Ck\,j_1'(ks)=\frac{b_1}{2}-\frac{2D}{s^3}.
\]

Adding \(s\) times the second equation to twice the first removes \(D\). Since \(xj_1'(x)+2j_1(x)=\sin x\), the result is \(C=3b_1s/[2\sin(ks)]\). With \(E=-i\omega A\sin\theta\) per unit current and \(\int\sin^2\theta\,d\Omega=8\pi/3\),

\[
R_s=\frac{8\pi}{3}\,\sigma\omega^2|C|^2\int_0^s|j_1(kr)|^2r^2dr .
\]

For \(|ks|\ll1\), \(Cj_1(kr)\to b_1r/2\) and (5) returns. Numerical integration gives a resistance above (5) by 0.6% at 10 T and 2.4% at 20 T. The same currents change the signal. Since \(\int\mathbf B\,dV=\oint\hat{\mathbf n}\times\mathbf A\,dS\), the signal is multiplied by \(Cj_1(ks)/(b_1s/2)=3j_1(ks)/\sin(ks)\simeq1+(ks)^2/15\), whose modulus exceeds 1 by 0.2% at 10 T and 0.8% at 20 T. This nearly offsets the rise in \(R_s\), and together the two changes move \(\Psi\) by less than 0.1% at all four fields. Separately, integrating the loss with the actual, non-uniform field of the loop raises \(R_s\) by 1.2% relative to (5).

Equation (4) keeps only the leading term in \(\delta/a\). The next term, of relative size \(\delta/2a\), adds \(\rho b/(2a^2)=0.2\) mΩ to each \(R_c\) in the table, which is 0.7% at 2.5 T and 0.25% at 20 T. Equation (4) also treats the wire as straight. In the loop, the field of the rest of the turn at the wire surface is about \((a/2b)\ln(8b/a)\approx0.2\) of the wire's own surface field. It modulates the surface current by about twice that, \(\pm0.4\), so the current crowds toward the inner side and both \(R_c\) and \(b_1\) change. This change is not included in the table. For a perfectly conducting ring with \(a/b=0.1\), a numerical solution for the surface current raises \(R_c\) by about 3.7% and \(b_1\) by about 1.7%, hence \(R_s\propto b_1^2\) by about 3.5%. The two changes nearly cancel in \(\Psi\) and \(B_\times\), which move by about 0.2% or less. For \(\delta\ll a\) the current distribution is that of a perfect conductor and does not depend on frequency, so the limiting exponents and the form of (6) are unchanged.

Radiation was neglected. An unshielded loop in free space has the radiation resistance \(\pi\mu_0c\,(\omega b/c)^4/6\propto\omega^4\), about 0.6 mΩ at 10 T and 10 mΩ at 20 T. With surroundings at temperature \(T\), this is 3.4% of \(R_c+R_s\) at 20 T and lowers the exponent there from 1.21 to 1.17. The sample-noise limit \(\Psi\propto B_0\) therefore assumes that radiation is suppressed, for example by a shield.

The other conditions matter as follows.

- At fields so low that \(\delta\gg a\), the current fills the wire and \(R_c\) no longer depends on frequency. The coil-noise exponent is then 2, so the missing quarter power is due to the skin effect.
- If the bandwidth must grow in proportion to \(B_0\), as for a line whose width is a fixed fraction of its frequency, the noise gains a factor \(B_0^{1/2}\). The limiting exponents become \(5/4\) and \(1/2\).
- If the coil is held at another temperature \(T_c\), then \(T(R_c+R_s)\) in (3) becomes \(T_cR_c+TR_s\). With fixed \(T_c\) and \(\rho\) the limiting exponents stay, but the crossover moves.

Numbers in the example were calculated in double precision.
